Negative effective repulsion of a defect orbital coupled to a spring

**1. Two springs and two electrons**

Take two identical springs of constant K. An electron sitting on a spring pulls it with a constant force g. For the moment the electrons do not repel each other.

A spring pulled by a force F has energy KQ²/2 − FQ. The minimum is at Q = F/K, where the energy is −F²/(2K). There are two ways to place the electrons:

one on each spring: 2 × [−g²/(2K)] = −g²/K

both on one spring: −(2g)²/(2K) = −2g²/K

The second is lower by g²/K, because the energy gained grows as the square of the force. The spring therefore acts as an attraction between electrons that share a site. If sharing also costs a Coulomb repulsion U, the net cost is U − g²/K, and sharing wins when this is negative.

**2. The model and its conventions**

A defect in a dielectric has one localized orbital, holding n = 0, 1 or 2 electrons, and one local atomic coordinate Q with momentum P and mass M:

H = εn + U n↑n↓ + P²/(2M) + KQ²/2 − gQn

Here n = n↑ + n↓, with U > 0 and K > 0. The origin Q = 0 is the equilibrium position of the empty defect. Energies are in eV and lengths in nm. Electron energies are counted from the conduction edge of the dielectric, so a level in the gap is negative. I write λ = g²/K.

For a silicon dangling bond, n = 0, 1, 2 means charge +, 0, −. The neutral state has an unpaired spin; the other two have none.

Three assumptions matter later: K does not depend on n, the coupling is linear in Q, and different defects do not interact.

**3. Relaxed energies**

At fixed n, n↑n↓ is 1 for n = 2 and 0 otherwise. Write this as δ(n,2). The potential energy is

V_n(Q) = εn + U δ(n,2) + KQ²/2 − gnQ

Completing the square gives

KQ²/2 − gnQ = (K/2)(Q − gn/K)² − g²n²/(2K)

so the minimum lies at Q_n = gn/K, with energy

E_n = εn + U δ(n,2) − λn²/2

Explicitly,

E0 = 0
E1 = ε − λ/2
E2 = 2ε + U − 2λ

Now let two distant singly occupied defects become one empty and one doubly occupied defect. The energy change is

U_eff = E0 + E2 − 2E1
= 2ε + U − 2λ − 2ε + λ
= U − λ
= U − g²/K

The site energy ε cancels because the number of electrons is conserved. If U_eff < 0, the reaction 2D(1) → D(0) + D(2) lowers the energy. This is disproportionation.

A constant force f on Q, independent of n, does not change the result. It replaces gn by gn + f, so the elastic energy becomes −(g²n² + 2gnf + f²)/(2K). The terms constant and linear in n have no second difference. The choice of origin for Q is therefore immaterial too.

The quantum motion of the atom is also harmless here. With the square completed,

H_n = P²/(2M) + (K/2)(Q − Q_n)² + E_n

For each n this is the same oscillator, only displaced, with levels E_n + ħω(ν + 1/2), where ν = 0, 1, 2, … and ω = √(K/M). The zero-point energies enter as 1 + 1 − 2 = 0, so U − λ is exact within the model.

**4. Where the repulsion went**

At fixed Q, the spring energy and the linear coupling both drop out of the second difference:

V0(Q) + V2(Q) − 2V1(Q) = U

The electrons still repel with the full U as long as the atoms do not move. The reaction can be split into two stages.

First, transfer the electron with both atoms held at Q1 = g/K. This costs U. Then let the atoms move. The emptied site relaxes from Q1 to 0, and the doubly occupied site from Q1 to 2Q1. Each moves by g/K and releases

(K/2)(g/K)² = λ/2

The total is U − λ/2 − λ/2 = U − λ. A negative U_eff is thus a property of relaxed states, not an attraction between the bare electrons.

There are two limits. For a stiff spring or weak coupling, λ ≪ U and U_eff approaches U: the singly occupied pair is stable. For a soft spring or strong coupling, λ ≫ U and U_eff approaches −λ: the pair disproportionates. The sign changes at g = √(UK).

**5. Levels and the Fermi level of an electrode**

Let the defect exchange electrons with a reservoir of Fermi level μ. At zero temperature it takes the n that minimizes Ω_n = E_n − nμ. The terms in μ cancel in the second difference:

Ω0 + Ω2 − 2Ω1 = U_eff

If U_eff < 0, the average of Ω0 and Ω2 lies below Ω1, so at least one of them does. Hence n = 1 is not the ground state at any μ.

The one-electron transition levels are the values of μ at which neighbouring occupations have equal Ω:

ε(0/1) = E1 − E0 = ε − λ/2
ε(1/2) = E2 − E1 = ε + U − 3λ/2 = ε(0/1) + U_eff

For U_eff > 0, n = 1 is stable between them. For U_eff < 0 their order is inverted and that window is gone. The occupation then jumps from 0 to 2 where Ω0 = Ω2:

μ* = (E2 − E0)/2 = ε + U/2 − λ

This is the quantity to use in a band alignment. In equilibrium, an electrode whose Fermi level lies above μ* at the position of the defect leaves it doubly occupied; one below μ* leaves it empty.

**6. Temperature**

The spin weights are d_n = 1, 2, 1. The vibrational partition function is the same for each n and cancels, so the statistical weights are

w_n = d_n exp[−(E_n − nμ)/kT]

Their combination

w0w2/w1² = (1/4) exp(−U_eff/kT)

does not contain μ. Since w0 + w2 ≥ 2√(w0w2),

(w0 + w2)/w1 ≥ exp(−U_eff/2kT)

The singly occupied fraction is p1 = 1/[1 + (w0 + w2)/w1], and therefore

p1 ≤ 1/[1 + exp(−U_eff/2kT)]

Equality holds for w0 = w2. That is also the condition for a mean occupation of one, and it occurs at μ = μ*. A large set of defects that were all singly occupied at the start, and that exchange electrons only among themselves, thus reaches this maximal fraction in equilibrium. In a small closed group, such as an isolated pair, the fixed electron number changes the fraction.

For U_eff < 0 the fraction vanishes as T → 0, but not at finite T. For U_eff = 0 it is 1/2 at every temperature, because the spin doublet has two of the four states.

**7. The barrier between the two pair states**

A lower final energy does not make the initial state unstable. Let defects a and b each hold one electron. Compare this state with the one in which a is empty and b is doubly occupied:

V11 = 2ε + K(Qa² + Qb²)/2 − g(Qa + Qb)
V02 = 2ε + U + K(Qa² + Qb²)/2 − 2gQb

Their gap is

Δ = V02 − V11 = U − g(Qb − Qa)

At the minimum of V11 both coordinates equal g/K and Δ = U > 0. The surfaces cross where Qb − Qa = U/g. Measure displacements from the minimum: Qa = g/K + x and Qb = g/K + y. On the crossing line y − x = U/g, and V11 has risen by

K(x² + y²)/2 = (K/4)[(x + y)² + (y − x)²]

This is smallest for x + y = 0, that is, x = −U/(2g) and y = U/(2g). The barrier is

E_b = (K/4)(U/g)² = U²/(4λ)

The formula requires the crossing to lie between the minima. These have Qb − Qa = 0 and 2g/K, so the condition is 0 < U/g < 2g/K, or 0 < U < 2λ. When U > 0 and U_eff < 0, it is satisfied. The singly occupied pair is then metastable.

At the lowest crossing the electron has the same level on either site:

on a: ε − gQa = ε − λ + U/2
on b: ε + U − gQb = ε + U − λ − U/2

Both equal μ*.

**8. Rate of direct transfer**

Let t be the small hopping amplitude between the two orbitals. The golden rule gives the rate (2π/ħ)t²⟨δ(Δ)⟩, averaged over the thermal motion. For classical atoms x and y are independent Gaussian variables, each of variance kT/K. Then Δ = U − g(y − x) has mean U and variance 2g²kT/K = 2λkT. Its probability density at Δ = 0 gives

rate = (2π/ħ) t² exp[−U²/(4λkT)] / √(4πλkT)

The exponent contains the barrier just found.

The factor t² includes spin. Of the four spin states of the pair, the two with antiparallel spins each reach both final states, (0,2) and (2,0), with squared amplitude t². The average is 2 × 2 × t²/4 = t². In terms of total spin, the singlet carries all of this and the triplets are blocked until a spin flips.

**9. Emission into the conduction band**

A second route frees an electron from one defect and lets another capture it. The freed electron has energy zero at the band edge, so emission from n = 1 needs at least

E0 − E1 = −ε(0/1)

Classically the atom must also reach the point where the electron level touches the band edge, ε − gQ = 0, or Q = ε/g. Measured from the minimum at g/K, the energy there is

(K/2)(g/K − ε/g)² = (λ − ε)²/(2λ)

Tunnelling of the atom can lower the effective barrier. I use the two energies, with one assumed attempt rate, as the ends of a bracket.

**10. Worked example: a nitride cap layer**

The values are rough ones in the regime of a silicon dangling bond in amorphous silicon nitride, used as a cap and etch-stop layer between interlayer dielectrics:

U = 0.50 eV, g = 20 eV/nm, K = 500 eV/nm²
ε = −1.10 eV, M = 28 u

The displacement per electron is g/K = 20/500 = 0.040 nm. Then

λ = 20²/500 = 0.80 eV
U_eff = 0.50 − 0.80 = −0.30 eV = −0.011 hartree

Diagonalizing the vibrational Hamiltonian on a grid for each n also gives −0.300 eV. At fixed U and K the sign changes at g = √(0.50 × 500) = 15.8 eV/nm.

The levels are

ε(0/1) = −1.10 − 0.40 = −1.50 eV
ε(1/2) = −1.50 − 0.30 = −1.80 eV
μ* = −1.10 + 0.25 − 0.80 = −1.65 eV

The second electron is bound 0.30 eV more deeply than the first. An electrode Fermi level 1.65 eV below the nitride conduction edge separates positive from negative defects, provided the edge is taken at the position of the defect. Charged defects bend this edge. If 5 × 10¹⁸ defects per cm³ all carried one charge of the same sign, the edge would shift by about 0.65 eV across a 10 nm film with relative permittivity 7 and no field at its far side. A flat-band alignment is then not enough.

At 300 K, |U_eff|/2kT = 5.80 and the largest singly occupied fraction is 1/(1 + e^5.80) = 0.0030. At 378 K, a temperature of use, it is 0.010, and at 673 K, a processing temperature, 0.070. With 5 × 10¹⁸ identical, non-interacting defects per cm³, about 1.5 × 10¹⁶ per cm³ carry an unpaired spin in equilibrium at 300 K and μ = μ*. At this density the Coulomb energy between charged neighbours exceeds kT and stabilizes the charged states further. With relative permittivity 7 it lowers this number by a factor of about 2 for defects on a cubic lattice and about 4 for random positions. A spin count would then miss nearly all the defects.

**11. Can the example reach equilibrium?**

The pair barrier is 0.50²/(4 × 0.80) = 0.078 eV. A search for the lowest energy at which the two minima become connected gives the same value. Atomic motion is thus a small obstacle; the distance between defects can be a large one.

Take first defects that are evenly spaced, at about the inverse cube root of the density, 5.85 nm. With an effective mass of 0.5 electron masses and a level 1.65 eV below the band edge, the amplitude decays at √(2m|μ*|)/ħ = 4.65 per nm. A rough prefactor of 1 eV gives t = 1.5 × 10⁻¹² eV and a rate near 2 × 10⁻⁹ per second at 300 K, or one transfer in some fifteen years for a given pair. A defect with six such neighbours waits about a sixth as long. The rate is uncertain by several orders of magnitude, because the assumed mass enters the exponent: taking 0.4 or 0.6 electron masses instead of 0.5 raises or lowers it by a factor of more than 100. The prefactor is also a guess: for a short-range well of radius 0.15 to 0.35 nm in three dimensions it lies between about 0.25 and 0.8 eV at this distance, which lengthens the fifteen years to between 25 and 230. Distance matters as much: a pair 1 nm closer is faster by exp(2 × 4.65), about 10⁴.

Defects placed at random have much closer partners. At density N, the chance of finding no neighbour within r is exp(−4πNr³/3), which gives a mean nearest-neighbour distance of 0.55 N^(−1/3), here 3.2 nm. The same estimate is then faster by exp(2 × 4.65 × 2.6), about 3 × 10¹⁰, and gives tens of transfers per second. Close pairs can therefore react quickly, while isolated defects react far more slowly. Not every defect with a close neighbour reacts at once, since that neighbour may react with another defect first. If this reaction were the only process, the same rough rates would leave about 45% of randomly placed defects singly occupied after a second and about 17% after a year. A leftover electron can also hop onto an already emptied neighbour. Setting U = −λ aside, the same construction as in section 7 applied to (1,0) → (0,1) gives a barrier of λ/4 = 0.20 eV, so at 300 K this hop is about 100 times slower than the pair reaction at equal distance, and it can carry the electron to a new partner.

Quantum motion of the atoms changes this direct rate little. A golden-rule sum over vibrational levels, whose spacing is 27 meV, gives 1.17 times the classical rate at 300 K and 1.00 times at 2000 K. The energy smoothing used in the sum accounts for about 0.02 of the excess at 300 K: its width of 0.65 × 27.3 meV adds 3.2 × 10⁻⁴ eV² to the variance 2λkT = 0.041 eV², a relative change of 0.0076, and the classical rate then grows by the fraction [U²/(4λkT) − 1/2] × 0.0076 = 0.02.

For emission, the two energies are 1.50 eV and (0.80 + 1.10)²/1.60 = 2.26 eV. With an assumed attempt rate of 10¹³ per second, the bracket at 673 K runs from 1.3 × 10⁻⁴ to 59 per second, or from about two hours to some 20 ms per event. These are times for emission alone. For disproportionation the freed electron must then be captured by a singly occupied defect, and classically this has its own atomic barrier, (λ − ε − U)²/(2λ) = 1.23 eV, against ε²/(2λ) = 0.76 eV for return to an empty defect. Once empty defects are present, many freed electrons can return to them, so equilibration can be much slower than emission. Whether an anneal equilibrates the isolated defects is therefore left open by this estimate. At 300 K even the fast end is 6 × 10⁻¹³ per second. Without an electric field, thermal emission is then too slow to change the occupations at this temperature. A field speeds it up by lowering the emission barrier. At 1 MV/cm and a relative permittivity of 7 the lowering is about 0.3 eV, which raises the fast end to about 4 × 10⁻⁸ per second. With a high-frequency permittivity near 4, often used for this effect, the lowering is 0.38 eV and the fast end about 1.5 × 10⁻⁶ per second. Tunnelling of the electron through the top of the barrier adds a factor of about 5 in a one-dimensional estimate. Even then an emission event takes days or longer. Carriers can also arrive by another route, such as injection from an electrode.

**12. What the model leaves out**

*Spring constant.* Let K_n = K[1 + c(n − 1)], with g and the origin of Q held fixed. The relaxation energies are now g²/(2K) for n = 1 and 2g²/[K(1 + c)] for n = 2, so

U_eff = U + λ − 2λ/(1 + c)

For c = +0.10 this is 0.50 + 0.80 − 1.455 = −0.155 eV; for c = −0.10 it is −0.478 eV. The sign reverses at c = 2λ/(U + λ) − 1 = 0.23. A modest stiffening about the geometry of the empty defect thus removes half of the effect. This depends on where the spring change is centred: if K changes by the same 10% per electron about the neutral geometry Q = g/K, U_eff is −0.308 eV for either sign of c. The accompanying change in vibrational free energy is only −0.3 meV at 673 K for c = 0.10.

*Attraction of the charged pair.* The products have charges + and −. At 5.85 nm, with relative permittivity 7, they attract by 0.035 eV. This favours disproportionation.

*Electric field.* A field of 1 MV/cm along the pair changes the transfer energy by e × 0.1 V/nm × 5.85 nm = 0.585 eV, down for one direction of transfer and up for the other. It equals |U_eff| at 0.51 MV/cm. Above that field, if the Coulomb attraction is left out, the less favourable of the two charged arrangements lies above the singly occupied pair, while the other lies lower still. A strong field can also charge a pair with positive U_eff, so charged pairs in a biased film do not by themselves prove that U_eff is negative.

*The real material.* Silicon nitride films do contain silicon dangling bonds, but the parameters above are not a calculation of that centre, and the sign of its U_eff depends on its surroundings. The chosen density stands for a defect-rich film. A field of 1 MV/cm is well below a rough breakdown field of 10 MV/cm, so a field can change the energy order of the pair states long before breakdown. Whether a pair reaches the lower state in time is a separate question: by the rough estimate of section 11, direct transfer over 5.85 nm at 1 MV/cm and 300 K still takes of the order of a year. An amorphous network also breaks the assumption of identical defects: g, K and U vary from site to site. With U and K fixed, sites with g below 15.8 eV/nm have a range of μ in which a single electron is stable, while those above it have none. A real film may therefore hold both kinds, and −0.30 eV should be read as one case within a spread: a change of 10% in g alone shifts λ, and so U_eff, by about 0.16 eV.

The values printed by the program are in the numerical output below.

Computed results

```
Input U = 0.50 eV
Input g = 20.0 eV/nm
Input K = 500 eV/nm^2
Input eps = -1.10 eV
Input mass = 28 u
Vibrational quantum = 27.3 meV
Displacement per electron g/K = 0.040 nm
lam = g^2/K = 0.800 eV
Relaxation per site lam/2 = 0.400 eV
Ueff = -0.300 eV = -0.01102 hartree
Ueff from quantum spectra = -0.30000 eV
Critical coupling sqrt(U*K) = 15.81 eV/nm
Level (0/1) = -1.500 eV
Level (1/2) = -1.800 eV
Switching level mu* = -1.650 eV
Singly occupied fraction at 300 K = 0.0030
Singly occupied fraction at 378 K = 0.0099
Singly occupied fraction at 673 K = 0.0700
Defect density = 5.0e+18 cm^-3
Singly occupied density, 300 K = 1.51e+16 cm^-3
Pair barrier, formula = 0.0781 eV
Pair barrier, flood search = 0.0781 eV
Spin factor of the pair rate = 1.000
Quantum/classical rate, 2000 K = 1.0015
Quantum/classical rate, 300 K = 1.17
Typical spacing = 5.85 nm
Input effective mass = 0.50 m_e
Input hopping prefactor = 1.0 eV
Tunnelling decay constant = 4.65 1/nm
Hopping amplitude = 1.5e-12 eV
Direct pair rate, classical, 300 K = 2.1e-09 1/s
Thermal depth of level (0/1) = 1.500 eV
Classical emission barrier = 2.256 eV
Input attempt rate = 1e+13 1/s
Emission rate at 300 K: 1.2e-25 to 6.3e-13 1/s
Emission rate at 673 K: 1.3e-04 to 5.9e+01 1/s
Ueff, spring +10% per electron = -0.155 eV
Ueff, spring -10% per electron = -0.478 eV
Spring change that gives Ueff = 0: 23.1 %
Vibrational shift, 10%, 673 K = -0.29 meV
Input relative permittivity = 7.0
Coulomb attraction of pair = 0.0352 eV
Input field = 1.0 MV/cm
Field energy across pair = 0.585 eV
Field where it equals |Ueff| = 0.51 MV/cm
```
